# Counting the crystal-field parameters of an f shell: test program

```python
"""Crystal-field parameters of an f shell.

Result under test: a real local potential sum B_kq C^k_q acts inside a shell l
only through even k <= 2l; for f electrons the number of independent real
coefficients (k=0 omitted) is 27, 9, 6, 4, 2 in C1, C2v, D3, D3h, Oh.
C^k_q : Racah-normalised spherical harmonic, Condon-Shortley phase.
Z_kq  : its real form, cosine type for q>0 and sine type for q<0.
N_k   : trace norm of C^k_q in the f shell.  Energies are in cm^-1.
"""
from math import factorial, sqrt, pi
import numpy as np
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j

# Product quadrature on the unit sphere, exact for all polynomials used here
nodes, node_weights = np.polynomial.legendre.leggauss(14)
angles = 2 * pi * np.arange(28) / 28
zz, pp = np.meshgrid(nodes, angles, indexing="ij")
ss = np.sqrt(1 - zz**2)
points = np.array([(ss*np.cos(pp)).ravel(), (ss*np.sin(pp)).ravel(), zz.ravel()])
weights = np.repeat(node_weights, 28) * 2 * pi / 28


def racah(k, q, r):
    a = abs(q)
    value = (sqrt(factorial(k-a) / factorial(k+a))
             * lpmv(a, k, np.clip(r[2], -1, 1))
             * np.exp(1j * a * np.arctan2(r[1], r[0])))
    return value if q >= 0 else (-1)**a * np.conj(value)


def real_tensor(k, r):
    rows = []
    for q in range(-k, k+1):
        c = racah(k, abs(q), r)
        if q == 0:
            rows.append(c.real)
        else:
            rows.append(sqrt(2) * (-1)**abs(q) * (c.real if q > 0 else c.imag))
    return np.array(rows)


def orbitals(l, r=points):
    return sqrt((2*l+1) / (4*pi)) * real_tensor(l, r)


def block(l1, function, l2):
    return (orbitals(l1) * (weights * function)) @ orbitals(l2).T


def representation(k, g):
    # (g f)(r) = f(g^-1 r), and g^-1 is the transpose of g
    return (orbitals(k) * weights) @ orbitals(k, g.T @ points).T


# Which ranks act inside a shell: direct integration for p, d and f
for l in (1, 2, 3):
    largest = []
    for k in range(2*l + 4):
        size = max(np.abs(block(l, t, l)).max() for t in real_tensor(k, points))
        largest.append(size)
        acts = (k % 2 == 0 and k <= 2*l)
        assert (size > 1e-2) if acts else (size < 1e-12)
print("Largest |<f|Z_kq|f>| for each k (dimensionless):")
for k, size in enumerate(largest[:9]):
    print(f"  k={k}: {size:.4f}")

# Matrix elements from the 3j formula against direct integration
complex_f = np.array([sqrt(7/(4*pi)) * racah(3, m, points) for m in range(-3, 4)])
tensor, norm = {}, {}
for k in (2, 4, 6):
    w000 = float(wigner_3j(3, k, 3, 0, 0, 0))
    norm[k] = 49 * w000**2 / (2*k+1)
    for q in range(-k, k+1):
        mat = np.zeros((7, 7))
        for m in range(-3, 4):
            if abs(m-q) <= 3:
                mat[m+3, m-q+3] = ((-1)**abs(m) * 7 * w000
                                   * float(wigner_3j(3, k, 3, -m, q, m-q)))
        direct = (complex_f.conj() * (weights*racah(k, q, points))) @ complex_f.T
        assert np.allclose(mat, direct, atol=1e-12)
        tensor[k, q] = mat

# Completeness and orthogonality of the 27 real operators
labels = [(k, q) for k in (2, 4, 6) for q in range(-k, k+1)]
operators = np.array([block(3, t, 3) for k in (2, 4, 6)
                      for t in real_tensor(k, points)])
norms = np.array([norm[k] for k, q in labels])
full_set = np.vstack([operators.reshape(27, 49), np.eye(7).reshape(1, 49)])
assert np.allclose(operators, operators.transpose(0, 2, 1), atol=1e-12)
assert np.linalg.matrix_rank(full_set, tol=1e-8) == 28
rng = np.random.default_rng(4)
chosen = rng.normal(size=27)
field = np.einsum("a,aij->ij", chosen, operators)
assert np.allclose(np.einsum("aij,ji->a", operators, field)/norms, chosen)
print("Trace norms N_2, N_4, N_6:", *(f"{norm[k]:.5f}" for k in (2, 4, 6)))


def rotation(axis, angle):
    i, j = [(1, 2), (2, 0), (0, 1)][axis]
    r = np.eye(3)
    r[i, i] = r[j, j] = np.cos(angle)
    r[i, j], r[j, i] = -np.sin(angle), np.sin(angle)
    return r


def close_group(generators):
    group = [np.eye(3)]
    for g in group:                      # the list grows while it is read
        for h in generators:
            new = h @ g
            if not any(np.allclose(new, old, atol=1e-8) for old in group):
                group.append(new)
    return group


def rotation_character(k, alpha):
    if alpha < 1e-6:
        return 2*k + 1
    return np.sin((k+0.5)*alpha) / np.sin(alpha/2)


def character(k, g):
    det = round(np.linalg.det(g))
    alpha = np.arccos(np.clip((np.trace(det*g) - 1)/2, -1, 1))
    return det**k * rotation_character(k, alpha)


print("Rotation characters for k=2,4,6:")
for degrees in (60, 90, 120, 180):
    values = [rotation_character(k, np.radians(degrees)) for k in (2, 4, 6)]
    print(f"  {degrees} deg:", *(f"{round(v):d}" for v in values))
    assert np.allclose(values, np.round(values), atol=1e-9)

c3z, c2y = rotation(2, 2*pi/3), np.diag([-1., 1., -1.])
cyclic = np.array([[0., 0., 1.], [1., 0., 0.], [0., 1., 0.]])
groups = {
    "C1": ([np.eye(3)], 1, 27),
    "C2v": ([np.diag([-1., -1., 1.]), np.diag([1., -1., 1.])], 4, 9),
    "D3": ([c3z, c2y], 6, 6),
    "D3h": ([c3z, c2y, np.diag([1., 1., -1.])], 12, 4),
    "Oh": ([rotation(2, pi/2), cyclic, -np.eye(3)], 48, 2)}

symmetric_basis = []
for i in range(7):
    for j in range(i, 7):
        s = np.zeros((7, 7))
        s[i, j] = s[j, i] = 1 if i == j else 1/sqrt(2)
        symmetric_basis.append(s)
symmetric_basis = np.array(symmetric_basis)

step = 1e-4
small_rotations = [(representation(3, rotation(a, step))
                    - representation(3, rotation(a, -step)))/(2*step)
                   for a in range(3)]
projectors = {}
print("Group: order; n2 n4 n6; total; odd n1 n3 n5; removable by rotation")
for name, (generators, order, claimed) in groups.items():
    group = close_group(generators)
    assert len(group) == order
    counts = {}
    for k in range(1, 7):
        p = sum(representation(k, g) for g in group) / order
        assert np.allclose(p @ p, p, atol=1e-10)
        projectors[name, k] = p
        counts[k] = int(np.linalg.matrix_rank(p, tol=1e-8))
        assert abs(sum(character(k, g) for g in group)/order - counts[k]) < 1e-6
    # Count all invariant real symmetric matrices, with no reference to k
    constraints = []
    for g in generators:
        d = representation(3, g)
        constraints.append(np.array([(d @ s @ d.T - s).ravel()
                                     for s in symmetric_basis]).T)
    _, singular, vh = np.linalg.svd(np.vstack(constraints))
    null = vh[int(np.sum(singular > 1e-8)):]
    total = len(null) - 1
    assert total == counts[2] + counts[4] + counts[6] == claimed
    # Directions of change under small rotations of a generic allowed field
    allowed = np.einsum("na,aij->nij", null, symmetric_basis)
    generic = np.einsum("n,nij->ij", rng.normal(size=len(null)), allowed)
    changes = np.array([(a @ generic - generic @ a).ravel()
                        for a in small_rotations])
    assert np.linalg.matrix_rank(changes, tol=1e-4) == 3
    stacked = np.vstack([allowed.reshape(-1, 49), changes])
    removable = len(stacked) - int(np.linalg.matrix_rank(stacked, tol=1e-4))
    assert removable == (3 if name == "C1" else 0)
    print(f"  {name}: {order}; {counts[2]} {counts[4]} {counts[6]}; {total}; "
          f"{counts[1]} {counts[3]} {counts[5]}; {removable}")

expected = {"C2v": lambda k: list(range(0, k+1, 2)),
            "D3": lambda k: list(range(0, k+1, 3)),
            "D3h": lambda k: list(range(0, k+1, 6))}
print("Allowed q (all cosine type) for k=2 | 4 | 6:")
for name, rule in expected.items():
    found = []
    for k in (2, 4, 6):
        p = projectors[name, k]
        assert np.allclose(p, np.diag(np.round(np.diag(p))), atol=1e-10)
        qs = [q for q in range(-k, k+1) if p[q+k, q+k] > 0.5]
        assert qs == rule(k)
        found.append(" ".join(map(str, qs)))
    print(f"  {name}: " + " | ".join(found))
for k, formula in ((4, sqrt(5/14)), (6, -sqrt(7/2))):
    column = projectors["Oh", k][:, k]
    ratio = column[k+4] / (sqrt(2)*column[k])
    others = np.delete(column, [k-0, k+4])
    assert np.allclose(others, 0, atol=1e-10) and abs(ratio-formula) < 1e-10
    print(f"Oh ratio B{k}4/B{k}0: {ratio:.5f}")

# Worked D3h model field for one f electron
b20, b40, b60, b66 = 300.0, -1000.0, 500.0, 500.0
print(f"B20, B40, B60, B66 (cm^-1): {b20:.0f}, {b40:.0f}, {b60:.0f}, {b66:.0f}")
potential = (b20*racah(2, 0, points) + b40*racah(4, 0, points)
             + b60*racah(6, 0, points)
             + b66*(racah(6, 6, points) + racah(6, -6, points))).real
h_f = block(3, potential, 3)
assert np.allclose(h_f, np.diag(np.diag(h_f)), atol=1e-9)
assert np.allclose(np.diag(h_f), np.diag(h_f)[::-1][[6, 1, 2, 3, 4, 5, 0]])
c66 = 10/13*sqrt(7/33)
mean3 = -b20/3 + b40/11 - 5*b60/429
closed = {"a2''": 4*b20/15 + 2*b40/11 + 100*b60/429,
          "e'": b20/5 + b40/33 - 25*b60/143,
          "e''": -7*b40/33 + 10*b60/143,
          "a2'": mean3 + c66*b66, "a1'": mean3 - c66*b66}
degeneracy = {"a2''": 1, "e'": 2, "e''": 2, "a2'": 1, "a1'": 1}
spectrum = np.linalg.eigvalsh(h_f)
assert np.allclose(spectrum, sorted(e for n, e in closed.items()
                                    for _ in range(degeneracy[n])), atol=1e-8)
position = {"a2''": 3, "e'": 4, "e''": 5, "a2'": 6, "a1'": 0}
level = {n: h_f[i, i] for n, i in position.items()}
for n in level:
    assert abs(level[n] - closed[n]) < 1e-8
    print(f"  E({n}) = {level[n]:.2f} cm^-1, degeneracy {degeneracy[n]}")
print(f"Coefficient of B66 in E(a2'): {abs(tensor[6, 6][6, 0]):.5f}")
assert abs(tensor[6, 6][6, 0] + c66) < 1e-12
print(f"Weighted sum of levels: {abs(np.trace(h_f)):.2f} cm^-1")

# Recover the parameters from level energies alone, after a common shift
shifted = {n: e + 1234.0 for n, e in level.items()}
middle = (shifted["a1'"] + shifted["a2'"])/2
by_m = np.array([middle, shifted["e''"], shifted["e'"], shifted["a2''"],
                 shifted["e'"], shifted["e''"], middle])
recovered = [np.diag(tensor[k, 0]) @ by_m / norm[k] for k in (2, 4, 6)]
recovered.append((shifted["a2'"] - shifted["a1'"])/(2*c66))
assert np.allclose(recovered, [b20, b40, b60, b66], atol=1e-7)
print("Recovered B20, B40, B60, B66 (cm^-1):",
      *(f"{b:.2f}" for b in recovered))

# A D3h-allowed k=3 term: silent inside f, active between f and d
odd_shape = (1j*(racah(3, 3, points) + racah(3, -3, points))).real
p3 = projectors["D3h", 3]
odd_components = (real_tensor(3, points)*weights) @ odd_shape * 7/(4*pi)
assert np.allclose(p3 @ odd_components, odd_components, atol=1e-10)
strength, gap = 2000.0, 50000.0
inside = np.abs(block(3, strength*odd_shape, 3)).max()
coupling = block(3, strength*odd_shape, 2)
assert inside < 1e-8 and np.abs(coupling).max() > 100
print(f"f-d strength and gap (cm^-1): {strength:.0f}, {gap:.0f}")
print(f"Largest k=3 element inside f: {inside:.2f} cm^-1")
print(f"Largest k=3 element f-d: {np.abs(coupling).max():.2f} cm^-1")
second_order = -coupling @ coupling.T / gap
common = np.trace(second_order)/7
changes = np.einsum("aij,ji->a", operators, second_order)/norms
kept = [(2, 0), (4, 0), (6, 0), (6, 6)]
for label, change in zip(labels, changes):
    assert label in kept or abs(change) < 1e-9
rebuilt = common*np.eye(7) + np.einsum("a,aij->ij", changes, operators)
assert np.allclose(rebuilt, second_order, atol=1e-9)
print(f"Second-order common shift: {common:.3f} cm^-1")
for label in kept:
    change = changes[labels.index(label)] / (sqrt(2) if label[1] else 1)
    print(f"  change of B{label[0]}{label[1]}: {change:.3f} cm^-1")
whole = np.block([[h_f, coupling], [coupling.T, gap*np.eye(5)]])
exact_levels = np.linalg.eigvalsh(whole)[:7]
effective_levels = np.linalg.eigvalsh(h_f + second_order)
error = np.abs(exact_levels - effective_levels).max()
# Next-order terms are bounded by the squared mixing times the f energies
v = np.linalg.norm(coupling, 2)
bound = 2*(v/gap)**2 * (np.linalg.norm(h_f, 2) + v**2/gap)
largest_shift = np.abs(exact_levels - spectrum).max()
assert error < bound and largest_shift > 10*bound
print(f"Largest f-level shift, 12x12 matrix: {largest_shift:.3f} cm^-1")
print(f"Largest error of second order: {error:.4f} cm^-1")
print("PASS")
```

It prints:

```
Largest |<f|Z_kq|f>| for each k (dimensionless):
  k=0: 1.0000
  k=1: 0.0000
  k=2: 0.3333
  k=3: 0.0000
  k=4: 0.2405
  k=5: 0.0000
  k=6: 0.2505
  k=7: 0.0000
  k=8: 0.0000
Trace norms N_2, N_4, N_6: 0.37333 0.14141 0.12552
Rotation characters for k=2,4,6:
  60 deg: 1 -2 1
  90 deg: -1 1 -1
  120 deg: -1 0 1
  180 deg: 1 1 1
Group: order; n2 n4 n6; total; odd n1 n3 n5; removable by rotation
  C1: 1; 5 9 13; 27; 3 7 11; 3
  C2v: 4; 2 3 4; 9; 1 2 3; 0
  D3: 6; 1 2 3; 6; 0 1 1; 0
  D3h: 12; 1 1 2; 4; 0 1 1; 0
  Oh: 48; 0 1 1; 2; 0 0 0; 0
Allowed q (all cosine type) for k=2 | 4 | 6:
  C2v: 0 2 | 0 2 4 | 0 2 4 6
  D3: 0 | 0 3 | 0 3 6
  D3h: 0 | 0 | 0 6
Oh ratio B44/B40: 0.59761
Oh ratio B64/B60: -1.87083
B20, B40, B60, B66 (cm^-1): 300, -1000, 500, 500
  E(a2'') = 14.73 cm^-1, degeneracy 1
  E(e') = -57.72 cm^-1, degeneracy 2
  E(e'') = 247.09 cm^-1, degeneracy 2
  E(a2') = -19.60 cm^-1, degeneracy 1
  E(a1') = -373.88 cm^-1, degeneracy 1
Coefficient of B66 in E(a2'): 0.35428
Weighted sum of levels: 0.00 cm^-1
Recovered B20, B40, B60, B66 (cm^-1): 300.00 -1000.00 500.00 500.00
f-d strength and gap (cm^-1): 2000, 50000
Largest k=3 element inside f: 0.00 cm^-1
Largest k=3 element f-d: 796.82 cm^-1
Second-order common shift: -4.354 cm^-1
  change of B20: 8.617 cm^-1
  change of B40: 9.796 cm^-1
  change of B60: 1.179 cm^-1
  change of B66: 17.921 cm^-1
Largest f-level shift, 12x12 matrix: 12.601 cm^-1
Largest error of second order: 0.0974 cm^-1
PASS
```
